# The Zero of Im Sigma and the Fermi Level in Metallic G0W0: a program that tests the result

```python
"""
Result under test (uniform electron gas, T = 0, G0W0 with RPA screening):
Im Sigma vanishes at the INPUT Fermi energy EF + v0.  The quasiparticle at kF
lies there only if the constant input potential v0 equals
Delta = Sigma(kF, input Fermi energy).  Without this alignment the state at kF
decays and the sharp Fermi surface sits at a wrong momentum k_star.

Symbols (Hartree atomic units inside, eV in the output):
  KF, EF  Fermi momentum and free-electron Fermi energy
  v0      constant potential contained in the input levels k^2/2 + v0
  x       energy measured from the input Fermi energy
  S(k,x)  exchange + correlation self-energy, time-ordered convention
  W       RPA screened interaction; W - v is its correlation part
"""
import numpy as np
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
PI = np.pi
RS = 4.0
KF = (9 * PI / 4) ** (1 / 3) / RS
EF = KF**2 / 2
DENSITY = KF**3 / (3 * PI**2)
PLASMA = np.sqrt(4 * PI * DENSITY)


# ---------- quadrature rules ----------
def unit_gauss(n):
    t, w = np.polynomial.legendre.leggauss(n)
    return (t + 1) / 2, w / 2


def panel_rule(edges, n):
    """Gauss rule on consecutive panels, nodes crowded at all panel ends."""
    t, w = unit_gauss(n)
    edges = np.unique(np.round(edges, 12))
    start, width = edges[:-1, None], np.diff(edges)[:, None]
    nodes = start + width * (t * t * (3 - 2 * t))
    weights = width * (6 * t * (1 - t) * w)
    return nodes.ravel(), weights.ravel()


def momentum_rule(breaks, n, kf=KF):
    """Rule for 0 < q < infinity with the given break points."""
    top = 4 * kf
    q, w = panel_rule([0.0, top] + list(breaks), n)
    t, wt = unit_gauss(n)
    return np.append(q, top / t), np.append(w, wt * top / t**2)


def frequency_rule(n, kf=KF):
    """Rule for 0 < nu < infinity, crowded at nu = 0."""
    t, w = unit_gauss(n)
    y = t / (1 - t)
    return kf**2 / 2 * y**2, kf**2 * y * w / (1 - t) ** 2


# ---------- screening ----------
def lindhard(q, z, kf=KF):
    """Density response of free electrons, z in the upper half plane."""
    ratio = q / kf
    a = z / (kf * q) - ratio / 2
    b = z / (kf * q) + ratio / 2
    far = np.minimum(abs(a), abs(b)) > 8

    def psi(s):
        return s / 2 + (1 - s * s) / 4 * (np.log(s + 1) - np.log(s - 1))

    closed = (psi(np.where(far, 0.5 + 0.5j, a))
              - psi(np.where(far, 0.5 + 0.5j, b))) / ratio
    alpha = 1 / np.where(far, a, 9.0 + 0j)
    beta = 1 / np.where(far, b, 9.0 + 0j)
    h, power, series = 1.0, 1.0, 1 / 3
    for m in range(1, 19):          # large-argument series, no cancellation
        power = power * beta
        h = alpha * h + power
        if m % 2 == 0:
            series = series + h / ((m + 1) * (m + 3))
    return kf / PI**2 * np.where(far, alpha * beta * series, closed)


def w_corr(q, z):
    """W - v for complex frequency z."""
    v = 4 * PI / q**2
    c = v * lindhard(q, z)
    return v * c / (1 - c)


# ---------- self-energy by contour rotation ----------
def sigma_exchange(k):
    y = k / KF
    if abs(y - 1) < 1e-12:
        return -KF / PI
    return -KF / PI * (1 + (1 - y * y) / (2 * y) * np.log(abs((1 + y) / (1 - y))))


def sigma_line(k, omega, n=32):
    """Integral along the imaginary frequency axis."""
    p = np.sqrt(max(2 * omega, 0.0))
    q, wq = momentum_rule([abs(k - p), k + p, 2 * KF], n)
    nu, wnu = frequency_rule(2 * n)
    wc = w_corr(q[:, None], 1j * nu).real
    near = (omega - (k - q) ** 2 / 2)[:, None] ** 2 + nu**2
    away = (omega - (k + q) ** 2 / 2)[:, None] ** 2 + nu**2
    total = (wq * q) @ (wc * np.log(near / away)) @ wnu
    return -float(total) / (8 * PI**3 * k)


def sigma_residue(k, x):
    """Levels between the input Fermi energy and the energy x (|x| < PLASMA)."""
    if abs(x) < 1e-10:
        return 0j
    omega = EF + x
    lo, hi = sorted((KF, np.sqrt(max(2 * omega, 0.0))))
    ps, wps = panel_rule([lo, min(max(k, lo), hi), hi], 24)
    qs, us, ws = [], [], []
    for p, wp in zip(ps, wps):
        u = abs(omega - p * p / 2)
        low, high = abs(k - p), k + p
        r = np.sqrt(KF**2 + 2 * u)
        edges = [low, high, r - KF, r + KF]
        if KF**2 > 2 * u:
            s = np.sqrt(KF**2 - 2 * u)
            edges += [KF - s, KF + s]
        logq, wl = panel_rule(np.log(np.clip(edges, low, high)), 20)
        q = np.exp(logq)
        qs.append(q)
        us.append(np.full(q.size, u))
        ws.append(wp * p * wl * q * q)
    wc = w_corr(np.concatenate(qs), np.concatenate(us) + 1e-14j)
    return np.sign(x) * complex(np.sum(np.concatenate(ws) * wc)) / (4 * PI**2 * k)


def sigma(k, x):
    return sigma_exchange(k) + sigma_line(k, EF + x) + sigma_residue(k, x)


def dyson_offset(k, v0):
    """Quasiparticle energy minus input Fermi energy."""
    def mismatch(x):
        return EF + x + v0 - k * k / 2 - sigma(k, x).real
    return brentq(mismatch, -0.9 * PLASMA, 0.5 * EF, xtol=1e-8)


def sharp_surface(v0):
    """Momentum at which G has a pole exactly at the input Fermi energy."""
    def mismatch(k):
        return EF + v0 - k * k / 2 - sigma(k, 0.0).real
    return brentq(mismatch, KF, 2 * KF, xtol=1e-8)


# ---------- independent road: real-frequency spectral form ----------
def sigma_spectral(k, omega, v0):
    """Re of correlation part from Im W and the plasmon pole, levels k^2/2+v0."""
    def eps_real(q, u):
        return float((1 - 4 * PI / q**2 * lindhard(q, u + 1e-14j)).real)

    def pair_top(q):
        return q * q / 2 + KF * q

    q_crit = brentq(lambda q: eps_real(q, pair_top(q) * (1 + 1e-10)),
                    0.1 * KF, 2 * KF)
    total = 0.0
    for q, wq in zip(*momentum_rule([q_crit, 2 * KF], 24)):
        e1, e2 = (k - q) ** 2 / 2 + v0, (k + q) ** 2 / 2 + v0
        em = min(max(EF + v0, e1), e2)

        def angular(u):
            return (np.log(abs(omega + u - e1)) - np.log(abs(omega + u - em))
                    + np.log(abs(omega - u - em))
                    - np.log(abs(omega - u - e2))) / (k * q)

        top, bottom = pair_top(q), max(0.0, q * q / 2 - KF * q)
        edges = [bottom, top, top - 0.03 * (top - bottom), KF * q - q * q / 2,
                 e1 - omega, em - omega, omega - em, omega - e2]
        u, wu = panel_rule(np.clip(edges, bottom, top), 24)
        strength = -w_corr(q, u + 1e-14j).imag / PI
        inner = np.sum(wu * strength * angular(u))
        if q < q_crit:
            u_pl = brentq(lambda s: eps_real(q, s), top * (1 + 1e-10), 10 * PLASMA)
            slope = -4 * PI / q**2 * float(lindhard(q, u_pl + 1e-12j).imag) / 1e-12
            inner += 4 * PI / q**2 / slope * angular(u_pl)
        total += wq * q * q * inner / (4 * PI**2)
    return total


def rpa_energy_density(kf):
    """RPA correlation energy per volume."""
    q, wq = momentum_rule([2 * kf], 40, kf)
    nu, wnu = frequency_rule(80, kf)
    c = (4 * PI / q[:, None] ** 2 * lindhard(q[:, None], 1j * nu, kf)).real
    return float((wq * q * q) @ (np.log1p(-c) + c) @ wnu) / (4 * PI**3)


def quadratic_coefficient(k):
    """Predicted |Im S| / x^2 for small x, from static screening only."""
    q, w = panel_rule([abs(k - KF), min(k + KF, 2 * KF)], 40)
    v = 4 * PI / q**2
    static = (v / (1 - v * lindhard(q, 1e-14j))).real
    return np.sum(w * static**2) / (16 * PI**3 * k)


# ---------- test: Lindhard function from its defining integral ----------
q_t, z_t = 0.7 * KF, 0.10 + 0.08j
t, wt = unit_gauss(80)
p_t, cos_t = KF * t[:, None], 2 * t - 1
gap = q_t**2 / 2 + p_t * q_t * cos_t
direct = np.sum(KF * wt[:, None] * 2 * wt * p_t**2
                * (1 / (z_t - gap) - 1 / (z_t + gap))) / (2 * PI**2)
assert abs(direct / lindhard(q_t, z_t) - 1) < 1e-6

# ---------- test: exchange from direct integration ----------
k_t = 1.5 * KF
fock = -quad(lambda p: p * np.log((k_t + p) / (k_t - p)), 0, KF)[0] / (PI * k_t)
assert abs(fock - sigma_exchange(k_t)) < 1e-8

# ---------- Delta, against the density derivative of the RPA energy ----------
corr_kf = sigma_line(KF, EF)
assert abs(corr_kf - sigma_line(KF, EF, 48)) < 5e-5
delta = sigma_exchange(KF) + corr_kf
k_hi, k_lo = KF * 1.01, KF * 0.99
mu_corr = ((rpa_energy_density(k_hi) - rpa_energy_density(k_lo))
           / ((k_hi**3 - k_lo**3) / (3 * PI**2)))
assert abs(mu_corr - corr_kf) < 1e-4

# ---------- test: quadratic zero of Im S at the input Fermi energy ----------
coef = quadratic_coefficient(KF)
coef_ratios = []
for k in (KF, 1.3 * KF):
    for x in (-0.005 * EF, 0.005 * EF):
        im = sigma_residue(k, x).imag
        assert im * x < 0
        coef_ratios.append(abs(im) / x**2 / quadratic_coefficient(k))
assert max(abs(r - 1) for r in coef_ratios) < 0.03

# ---------- renormalization factor at the Fermi surface ----------
step = 0.02 * EF
slope_s = (sigma(KF, step).real - sigma(KF, -step).real) / (2 * step)
z_factor = 1 / (1 - slope_s)
assert 0 < z_factor < 1

# ---------- LDA input potential ----------
rho = np.array([DENSITY])
v_x = float(np.ravel(libxc.eval_xc("lda,", rho, spin=0, deriv=1)[1][0])[0])
v_lda = float(np.ravel(libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0])[0])
assert abs(v_x + KF / PI) < 1e-6

# ---------- unaligned Dyson equation for two inputs ----------
mu = EF + delta
cases = {}
for name, v0 in (("Hartree", 0.0), ("LDA", v_lda)):
    x = dyson_offset(KF, v0)
    gamma = abs(sigma(KF, x).imag)
    k_star = sharp_surface(v0)
    cases[name] = dict(v0=v0, x=x, gamma=gamma, k_star=k_star,
                       energy=EF + v0 + x)
    assert gamma > 0 and k_star > KF

# contour result against the spectral form, below and above the zero
spectral_errors = []
for x, v0 in ((cases["Hartree"]["x"], 0.0), (0.3 * EF, v_lda)):
    contour = sigma_line(KF, EF + x) + sigma_residue(KF, x).real
    spectral_errors.append(abs(contour - sigma_spectral(KF, EF + v0 + x, v0)))
assert max(spectral_errors) < 5e-4

# small-mismatch estimates against the full solution for the LDA input
lda = cases["LDA"]
x_linear = z_factor * (delta - v_lda)
gamma_quadratic = coef * lda["x"] ** 2
assert abs(x_linear / lda["x"] - 1) < 0.10
assert abs(gamma_quadratic / lda["gamma"] - 1) < 0.20

# ---------- where are the sharp quasiparticles? ----------
x_in, x_out = dyson_offset(0.95 * KF, delta), dyson_offset(1.05 * KF, delta)
assert x_in < 0 < x_out
ratio_in = abs(sigma(0.95 * KF, x_in).imag / x_in)
ratio_out = abs(sigma(1.05 * KF, x_out).imag / x_out)
assert max(ratio_in, ratio_out) < 0.05
k_near = 0.98 * cases["Hartree"]["k_star"]
x_near = dyson_offset(k_near, 0.0)
ratio_near = abs(sigma(k_near, x_near).imag / x_near)
assert x_near < 0 and ratio_near < 0.05

# ---------- output ----------
print(f"r_s (dimensionless)                         {RS:.1f}")
print(f"Fermi momentum kF                           {KF:.4f} 1/bohr")
print(f"free-electron Fermi energy EF               {EF * EV:.3f} eV")
print(f"plasma energy                               {PLASMA * EV:.3f} eV")
print(f"exchange part of Delta                      {sigma_exchange(KF) * EV:.3f} eV")
print(f"correlation part of Delta                   {corr_kf * EV:.3f} eV")
print(f"same from density derivative of RPA energy  {mu_corr * EV:.3f} eV")
print(f"Delta = Sigma(kF, input Fermi energy)       {delta * EV:.3f} eV")
print(f"aligned chemical potential EF + Delta       {mu * EV:.3f} eV")
print(f"aligned chemical potential                  {mu:.5f} hartree")
print(f"Z at the Fermi surface                      {z_factor:.3f}")
print(f"coefficient C of |Im Sigma| = C x^2 at kF   {coef / EV:.4f} 1/eV")
print(f"computed/predicted C, smallest and largest  "
      f"{min(coef_ratios):.4f} {max(coef_ratios):.4f}")
print(f"largest contour-spectral difference         "
      f"{max(spectral_errors) * EV * 1000:.2f} meV")
for name, c in cases.items():
    print(f"--- {name} input, not aligned ---")
    print(f"input potential v0                          {c['v0'] * EV:.3f} eV")
    print(f"input Fermi energy = zero of Im Sigma       {(EF + c['v0']) * EV:.3f} eV")
    print(f"mismatch Delta - v0                         {(delta - c['v0']) * EV:.3f} eV")
    print(f"quasiparticle energy at kF                  {c['energy'] * EV:.3f} eV")
    print(f"its distance x from the zero of Im Sigma    {c['x'] * EV:.3f} eV")
    print(f"its error against aligned mu                {(c['energy'] - mu) * EV:.3f} eV")
    print(f"false |Im Sigma| at kF                      {c['gamma'] * EV:.4f} eV")
    print(f"false Fermi momentum k_star/kF              {c['k_star'] / KF:.4f}")
    print(f"Fermi-sea volume ratio (k_star/kF)^3        {(c['k_star'] / KF) ** 3:.3f}")
print("--- small-mismatch estimates, LDA input ---")
print(f"x from Z (Delta - v0)                       {x_linear * EV:.3f} eV")
print(f"error from (1 - Z)(v0 - Delta)              "
      f"{(1 - z_factor) * (v_lda - delta) * EV:.3f} eV")
print(f"|Im Sigma| from C x^2                       {gamma_quadratic * EV:.4f} eV")
print("--- sharpness |Im Sigma|/|x| ---")
print(f"aligned, k = 0.95 kF: x = {x_in * EV:.3f} eV, ratio {ratio_in:.4f}")
print(f"aligned, k = 1.05 kF: x = {x_out * EV:.3f} eV, ratio {ratio_out:.4f}")
print(f"Hartree unaligned, k = 0.98 k_star: x = {x_near * EV:.3f} eV, "
      f"ratio {ratio_near:.4f}")
print(f"Hartree unaligned, k = kF: ratio "
      f"{cases['Hartree']['gamma'] / abs(cases['Hartree']['x']):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
r_s (dimensionless)                         4.0
Fermi momentum kF                           0.4798 1/bohr
free-electron Fermi energy EF               3.132 eV
plasma energy                               5.891 eV
exchange part of Delta                      -4.156 eV
correlation part of Delta                   -1.455 eV
same from density derivative of RPA energy  -1.455 eV
Delta = Sigma(kF, input Fermi energy)       -5.611 eV
aligned chemical potential EF + Delta       -2.479 eV
aligned chemical potential                  -0.09109 hartree
Z at the Fermi surface                      0.637
coefficient C of |Im Sigma| = C x^2 at kF   0.0388 1/eV
computed/predicted C, smallest and largest  0.9976 1.0008
largest contour-spectral difference         0.13 meV
--- Hartree input, not aligned ---
input potential v0                          0.000 eV
input Fermi energy = zero of Im Sigma       3.132 eV
mismatch Delta - v0                         -5.611 eV
quasiparticle energy at kF                  -0.357 eV
its distance x from the zero of Im Sigma    -3.489 eV
its error against aligned mu                2.122 eV
false |Im Sigma| at kF                      0.2923 eV
false Fermi momentum k_star/kF              1.5157
Fermi-sea volume ratio (k_star/kF)^3        3.482
--- LDA input, not aligned ---
input potential v0                          -5.175 eV
input Fermi energy = zero of Im Sigma       -2.043 eV
mismatch Delta - v0                         -0.436 eV
quasiparticle energy at kF                  -2.321 eV
its distance x from the zero of Im Sigma    -0.278 eV
its error against aligned mu                0.158 eV
false |Im Sigma| at kF                      0.0029 eV
false Fermi momentum k_star/kF              1.0454
Fermi-sea volume ratio (k_star/kF)^3        1.142
--- small-mismatch estimates, LDA input ---
x from Z (Delta - v0)                       -0.278 eV
error from (1 - Z)(v0 - Delta)              0.158 eV
|Im Sigma| from C x^2                       0.0030 eV
--- sharpness |Im Sigma|/|x| ---
aligned, k = 0.95 kF: x = -0.293 eV, ratio 0.0114
aligned, k = 1.05 kF: x = 0.309 eV, ratio 0.0110
Hartree unaligned, k = 0.98 k_star: x = -0.275 eV, ratio 0.0044
Hartree unaligned, k = kF: ratio 0.0838
ALL CHECKS PASSED
```
